# Energy and level shifts of a neutral spherical atom in supercells: verification in Python

```python
# Result under test: a neutral spherical atom in a periodic cell of volume V has
# no power-law total-energy error, while its Kohn-Sham levels shift by
# -2 pi Q/(3 V) when the cell average of the electrostatic potential is zero.
# rho = charge density (nucleus positive, electrons negative), Q = integral of
# rho r^2, q = net charge, phi = electrostatic potential, L = cubic cell edge.
# Hartree atomic units throughout; conversions to eV and nm only in the output.
import numpy as np
from scipy import fft
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.special import erf, erfc
from pyscf import gto, dft

HARTREE_EV = physical_constants['Hartree energy in eV'][0]
BOHR_NM = physical_constants['Bohr radius'][0] * 1e9
PI = np.pi
ION_CHARGE, ION_EXPONENT = 2.0, 2.0   # Gaussian ion of the two-electron model atom


def level_shift(second_moment, volume):
    return -2 * PI * second_moment / (3 * volume)


def exchange_potential(density):
    return -np.cbrt(3 * density / PI)


def isolated_atom(radius=24.0, intervals=240):
    """Exchange-only LDA atom in free space, sine collocation on a radial grid."""
    h = radius / intervals
    i = np.arange(1, intervals)
    r, k = i * h, i * PI / radius
    sine = np.sqrt(2 / intervals) * np.sin(PI * np.outer(i, i) / intervals)
    kinetic = (sine * (0.5 * k**2)) @ sine
    ion = ION_CHARGE * (ION_EXPONENT / PI) ** 1.5 * np.exp(-ION_EXPONENT * r**2)
    density = 2 * np.exp(-2 * r) / PI
    for _ in range(300):
        rho = ion - density
        phi = sine @ ((sine @ (4 * PI * r * rho)) / k**2) / r
        levels, vectors = np.linalg.eigh(
            kinetic + np.diag(-phi + exchange_potential(density)))
        u = vectors[:, 0] / np.sqrt(h)
        new_density = 2 * u**2 / (4 * PI * r**2)
        change = np.max(np.abs(new_density - density))
        density = 0.5 * (density + new_density)
        if change < 1e-10:
            break
    assert change < 1e-10
    weight = 4 * PI * r**2 * h
    energy = 2 * h * u @ kinetic @ u + 0.5 * np.sum(weight * rho * phi)
    energy += 0.75 * np.sum(weight * density * exchange_potential(density))
    return dict(energy=energy, level=levels[0], Q=np.sum(weight * rho * r**2),
                phi=phi, r=r, orbital=np.abs(u) / (np.sqrt(4 * PI) * r))


def periodic_atom(lengths, shape, quarter):
    """Same atom, self-consistent in a periodic cell, G = 0 potential set to zero.

    quarter=False samples k = 0; quarter=True samples k = pi/(2 edge) on each
    axis, where the leading overlap terms of nearest neighbours cancel.
    """
    volume, points = np.prod(lengths), np.prod(shape)
    dv = volume / points
    waves = [2 * PI * np.fft.fftfreq(n, a / n) for n, a in zip(shape, lengths)]
    places = [a * np.fft.fftfreq(n) for n, a in zip(shape, lengths)]
    k = [PI / (2 * a) if quarter else 0.0 for a in lengths]
    mesh = np.meshgrid(*places, indexing='ij')
    kinetic_g = 0.5 * sum(x**2 for x in np.meshgrid(
        *[w + q for w, q in zip(waves, k)], indexing='ij'))
    half = waves[:2] + [waves[2][:shape[2] // 2 + 1]]    # enough for real fields
    g2 = sum(x**2 for x in np.meshgrid(*half, indexing='ij'))
    coulomb = np.zeros_like(g2)
    coulomb[g2 > 0] = 4 * PI / g2[g2 > 0]
    ion_g = ION_CHARGE * np.exp(-g2 / (4 * ION_EXPONENT)) / dv
    scale = np.sqrt(dv / points)      # makes the plane-wave coefficients normalized
    start = np.exp(-np.sqrt(0.5 + sum(x**2 for x in mesh))
                   - 1j * sum(q * x for q, x in zip(k, mesh)))
    coefficients = fft.fftn(start)
    coefficients /= np.linalg.norm(coefficients)
    for _ in range(200):
        orbital = fft.ifftn(coefficients) / scale
        density = 2 * (orbital.real**2 + orbital.imag**2)
        rho_g = ion_g - fft.rfftn(density)
        phi = fft.irfftn(coulomb * rho_g, s=shape)
        potential = -phi + exchange_potential(density)
        kinetic = np.sum(kinetic_g * (coefficients.real**2 + coefficients.imag**2))
        level = kinetic + 0.5 * np.sum(potential * density) * dv
        new = -fft.fftn(potential * orbital) / (kinetic_g - min(level, -0.1))
        new /= np.linalg.norm(new)
        change = np.linalg.norm(new - coefficients)
        if change < 1e-7:
            break
        coefficients = 0.3 * coefficients + 0.7 * new
        coefficients /= np.linalg.norm(coefficients)
    assert change < 1e-7
    rho = fft.irfftn(rho_g, s=shape)
    energy = 2 * kinetic + 0.5 * np.sum(rho * phi) * dv
    energy += 0.75 * np.sum(density * exchange_potential(density)) * dv
    return dict(energy=energy, level=level, phi=phi, volume=volume)


def reciprocal_lattice(edge, nmax):
    """Nonzero G^2 of a cubic cell and the phase factor at the cell corner."""
    n = np.arange(-nmax, nmax + 1)
    a, b, c = (x.ravel() for x in np.meshgrid(n, n, n, indexing='ij'))
    n2 = a * a + b * b + c * c
    keep = n2 > 0
    return (2 * PI / edge)**2 * n2[keep], 1.0 - 2.0 * ((a + b + c)[keep] % 2)


# ---- Self-consistent periodic atom against the isolated atom ----
free = isolated_atom()
print(f"model atom: ion charge {ION_CHARGE:.0f} e, exponent {ION_EXPONENT:.1f} bohr^-2")
print(f"model isolated energy (with ion self-energy) {free['energy']:.6f} Ha")
print(f"model isolated level {free['level']:.6f} Ha")
print(f"model Q {free['Q']:.5f} e bohr^2")


def compare(name, cell):
    energy_change = cell['energy'] - free['energy']
    shift = cell['level'] - free['level']
    formula = level_shift(free['Q'], cell['volume'])
    print(f"{name}: energy change {energy_change:.2e} Ha")
    print(f"  level shift {shift:.4e} Ha, formula {formula:.4e} Ha")
    return energy_change, shift - formula


# Gamma point only: the errors are overlap errors. Hopping t follows from the
# flux of the free orbital through the midplane between two atoms.
gamma_energy = {}
kappa = np.sqrt(-2 * free['level'])
for edge in (10, 14, 18):
    n = round(edge / 0.4)
    gamma_energy[edge], level_error = compare(
        f"Gamma L={edge} bohr", periodic_atom((edge,) * 3, (n,) * 3, False))
    middle = free['orbital'][np.argmin(np.abs(free['r'] - edge / 2))]
    hopping = PI * edge / 2 * middle**2
    level_size = -6 * hopping * kappa * edge
    print(f"  size estimates: energy {-12 * hopping:.1e} Ha, "
          f"level error {level_size:.1e} Ha (found {level_error:.1e})")
    if edge == 14:
        assert 0.4 < gamma_energy[edge] / (-12 * hopping) < 2.5
    if edge >= 14:
        assert 1 / 3 < level_error / level_size < 3
# The energy error must fall much faster than the inverse cube of the edge.
assert abs(gamma_energy[14]) * 14**3 < 0.3 * abs(gamma_energy[10]) * 10**3

# Quarter point: the leading overlap cancels and the law itself is tested, in
# cells large enough for the remaining overlap error to be negligible.
coarse = periodic_atom((14,) * 3, (35,) * 3, True)
fine = periodic_atom((14,) * 3, (40,) * 3, True)
large = periodic_atom((18,) * 3, (50,) * 3, True)
brick = periodic_atom((16, 18, 20), (40, 45, 50), True)
_, small_cell_error = compare("quarter L=14 bohr", fine)
large_energy, large_cell_error = compare("quarter L=18 bohr", large)
brick_energy, brick_error = compare("quarter 16x18x20 bohr", brick)
assert abs(large_energy) < 5e-6 and abs(large_cell_error) < 5e-6
assert abs(brick_energy) < 5e-6 and abs(brick_error) < 5e-6
print(f"quarter level error: L=14 {small_cell_error:.1e} Ha, "
      f"L=18 {large_cell_error:.1e} Ha")
assert abs(large_cell_error) < abs(small_cell_error) / 5
grid_change = fine['level'] - coarse['level']
print(f"model grid 0.40 to 0.35 bohr, L=14: level change {grid_change:.1e} Ha")
assert abs(grid_change) < 5e-6

# The potential inside the atom must differ from the free one by a constant.
steps = np.arange(3, 12, 2)
offset = large['phi'][steps, 0, 0] - CubicSpline(free['r'], free['phi'])(0.36 * steps)
print(f"model L=18 phi offset, r=1.08 to 3.96 bohr: {offset.min():.4e} to "
      f"{offset.max():.4e} Ha/e")
assert np.max(np.abs(offset + level_shift(free['Q'], large['volume']))) < 1e-5

# ---- Charged spherical densities: Makov-Payne energy and its derivative ----
g2_unit, _ = reciprocal_lattice(1.0, 8)
m = np.arange(-5, 6)
distance = np.sqrt(sum(x**2 for x in np.meshgrid(m, m, m))).ravel()
distance = distance[distance > 0]
eta = PI
madelung = -(np.sum(erfc(np.sqrt(eta) * distance) / distance)
             + np.sum(4 * PI / g2_unit * np.exp(-g2_unit / (4 * eta)))
             - PI / eta - 2 * np.sqrt(eta / PI))
print(f"cubic Madelung constant alpha {madelung:.6f}")
BOX = 12.0
g2_box, _ = reciprocal_lattice(BOX, 18)
widths = np.array([1.0, 0.6])


def periodic_minus_free(electrons):
    charges = np.array([2.0, -electrons])
    rho_g = sum(c * np.exp(-g2_box / (4 * a)) for c, a in zip(charges, widths))
    periodic = 0.5 * np.sum(4 * PI / g2_box * rho_g**2) / BOX**3
    reduced = np.outer(widths, widths) / np.add.outer(widths, widths)
    alone = 0.5 * charges @ (2 * np.sqrt(reduced / PI)) @ charges
    return periodic - alone, charges.sum(), np.sum(charges * 1.5 / widths)


ion_error, net, moment = periodic_minus_free(1.0)
ion_formula = -madelung * net**2 / (2 * BOX) + 2 * PI * net * moment / (3 * BOX**3)
print(f"Gaussian ion q={net:.0f} e, Q={moment:.2f} e bohr^2, L={BOX:.0f} bohr:")
print(f"  energy change {ion_error:.7f} Ha, Makov-Payne {ion_formula:.7f} Ha")
assert abs(ion_error - ion_formula) < 1e-8
neutral_error, _, neutral_moment = periodic_minus_free(2.0)
d = 0.01
slope = (periodic_minus_free(2 + d)[0] - periodic_minus_free(2 - d)[0]) / (2 * d)
slope_formula = level_shift(neutral_moment, BOX**3)
print(f"Gaussian neutral Q={neutral_moment:.2f} e bohr^2: "
      f"energy change {neutral_error:.1e} Ha")
print(f"  dE/dN {slope:.7f} Ha, formula {slope_formula:.7f} Ha")
assert abs(neutral_error) < 1e-9 and abs(slope - slope_formula) < 1e-8


# ---- Worked example: all-electron beryllium in LDA ----
def beryllium(smallest, ratio, count):
    shells = [[0, [smallest * ratio**j, 1.0]] for j in range(count)]
    mol = gto.M(atom='Be 0 0 0', basis={'Be': shells}, verbose=0)
    mf = dft.RKS(mol)
    mf.xc = 'lda,vwn'
    mf.grids.level = 5
    mf.init_guess = '1e'
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    r2 = np.sum(mf.make_rdm1() * mol.intor('int1e_r2'))
    return mol, mf, r2


_, small, r2_small = beryllium(0.03, 2.4, 14)
mol, atom, r2_total = beryllium(0.025, 2.0, 20)
Q = -r2_total                       # the point nucleus contributes nothing
level_2s = atom.mo_energy[1]
basis_level = level_2s - small.mo_energy[1]
print(f"Be LDA total energy {atom.e_tot:.5f} Ha")
print(f"Be isolated 1s level {atom.mo_energy[0]:.5f} Ha, 2s level {level_2s:.5f} Ha")
print(f"Be Q {Q:.4f} e bohr^2")
print(f"Be basis 14 to 20 functions: energy change {atom.e_tot - small.e_tot:.1e} Ha")
print(f"  2s change {basis_level:.1e} Ha, Q change {r2_small - r2_total:.1e} e bohr^2")
assert abs(basis_level) < 2e-4 and abs(r2_total - r2_small) < 0.03

# Electron density as a sum of Gaussian charges centred on the nucleus.
exponents = np.array([mol.bas_exp(j)[0] for j in range(mol.nbas)])
norms = (2 * exponents / PI) ** 0.75
pair = np.add.outer(exponents, exponents).ravel()
pair_charge = (atom.make_rdm1() * np.outer(norms, norms)).ravel() * (PI / pair)**1.5
assert abs(pair_charge.sum() - 4) < 1e-6


def potential_moment(r):            # 4 pi r^2 phi(r) of the free neutral atom
    return 4 * PI * r * (4 - np.sum(pair_charge * erf(np.sqrt(pair) * r)))


integral = sum(quad(potential_moment, a, b, limit=300)[0]
               for a, b in ((0, 0.1), (0.1, 2), (2, 10), (10, 30)))
print(f"Be integral of phi {integral:.4f} Ha bohr^3/e, -2 pi Q/3 {-2*PI*Q/3:.4f}")
assert abs(integral / (-2 * PI * Q / 3) - 1) < 1e-4

# Potential at the corner of the cell for superposed free-atom densities. The
# Gaussian factor averages phi over a small region there, which leaves a flat
# potential unchanged.
EDGE = 20.0
g2, corner_phase = reciprocal_lattice(EDGE, 30)
unique_g2, where = np.unique(np.round(g2 * (EDGE / (2 * PI))**2).astype(int),
                             return_inverse=True)
unique_g2 = unique_g2 * (2 * PI / EDGE)**2
electron_g = np.exp(-np.outer(unique_g2, 1 / (4 * pair))) @ pair_charge
terms = 4 * PI / unique_g2 * (4 - electron_g) * np.exp(-unique_g2 / 2)
corner_phi = np.sum(terms[where.ravel()] * corner_phase) / EDGE**3
print(f"Be L=20 bohr: corner phi from reciprocal sum {corner_phi:.6f} Ha/e")
assert abs(corner_phi + level_shift(Q, EDGE**3)) < 1e-5

kappa_2s = np.sqrt(-2 * level_2s)
for edge in (20.0, 30.0):
    move = level_shift(Q, edge**3)
    print(f"Be L={edge:.0f} bohr ({edge*BOHR_NM:.3f} nm): "
          f"shift {move:.6f} Ha = {move*HARTREE_EV:.4f} eV")
    print(f"  2s level in cell {level_2s + move:.5f} Ha, band-sum shift {4*move:.5f} Ha")
    orbital = abs(np.sum(atom.mo_coeff[:, 1] * norms
                         * np.exp(-exponents * (edge / 2)**2)))
    half_width = 6 * PI * edge / 2 * orbital**2
    print(f"  neglected: 2s band half-width 6t about {half_width:.1e} Ha")
    print(f"  Gamma-only level error, rough size {half_width*kappa_2s*edge:.0e} Ha")
    assert half_width < 0.05 * move
target_ev = 0.01
needed = (2 * PI * abs(Q) / (3 * target_ev / HARTREE_EV)) ** (1 / 3)
print(f"Be edge for a {target_ev} eV shift: {needed:.1f} bohr = {needed*BOHR_NM:.2f} nm")
print("all tests passed")
```

It prints:

```
model atom: ion charge 2 e, exponent 2.0 bohr^-2
model isolated energy (with ion self-energy) 0.720250 Ha
model isolated level -0.279172 Ha
model Q -5.44767 e bohr^2
Gamma L=10 bohr: energy change -4.50e-03 Ha
  level shift 1.4487e-03 Ha, formula 1.1410e-02 Ha
  size estimates: energy -4.2e-03 Ha, level error -1.6e-02 Ha (found -1.0e-02)
Gamma L=14 bohr: energy change -1.69e-04 Ha
  level shift 3.5234e-03 Ha, formula 4.1580e-03 Ha
  size estimates: energy -1.6e-04 Ha, level error -8.6e-04 Ha (found -6.3e-04)
Gamma L=18 bohr: energy change -6.69e-06 Ha
  level shift 1.9205e-03 Ha, formula 1.9564e-03 Ha
  size estimates: energy -6.6e-06 Ha, level error -4.4e-05 Ha (found -3.6e-05)
quarter L=14 bohr: energy change -9.88e-07 Ha
  level shift 4.1523e-03 Ha, formula 4.1580e-03 Ha
quarter L=18 bohr: energy change -1.63e-08 Ha
  level shift 1.9563e-03 Ha, formula 1.9564e-03 Ha
quarter 16x18x20 bohr: energy change -9.93e-08 Ha
  level shift 1.9805e-03 Ha, formula 1.9808e-03 Ha
quarter level error: L=14 -5.7e-06 Ha, L=18 -1.2e-07 Ha
model grid 0.40 to 0.35 bohr, L=14: level change -8.2e-10 Ha
model L=18 phi offset, r=1.08 to 3.96 bohr: -1.9562e-03 to -1.9550e-03 Ha/e
cubic Madelung constant alpha 2.837297
Gaussian ion q=1 e, Q=0.50 e bohr^2, L=12 bohr:
  energy change -0.1176147 Ha, Makov-Payne -0.1176147 Ha
Gaussian neutral Q=-2.00 e bohr^2: energy change -2.9e-16 Ha
  dE/dN 0.0024241 Ha, formula 0.0024241 Ha
Be LDA total energy -14.44719 Ha
Be isolated 1s level -3.85640 Ha, 2s level -0.20574 Ha
Be Q -17.0044 e bohr^2
Be basis 14 to 20 functions: energy change -2.5e-04 Ha
  2s change 2.0e-06 Ha, Q change 7.1e-04 e bohr^2
Be integral of phi 35.6140 Ha bohr^3/e, -2 pi Q/3 35.6140
Be L=20 bohr: corner phi from reciprocal sum -0.004452 Ha/e
Be L=20 bohr (1.058 nm): shift 0.004452 Ha = 0.1211 eV
  2s level in cell -0.20129 Ha, band-sum shift 0.01781 Ha
  neglected: 2s band half-width 6t about 1.7e-05 Ha
  Gamma-only level error, rough size 2e-04 Ha
Be L=30 bohr (1.588 nm): shift 0.001319 Ha = 0.0359 eV
  2s level in cell -0.20442 Ha, band-sum shift 0.00528 Ha
  neglected: 2s band half-width 6t about 1.5e-08 Ha
  Gamma-only level error, rough size 3e-07 Ha
Be edge for a 0.01 eV shift: 45.9 bohr = 2.43 nm
all tests passed
```
